# Two particles on a Hubbard chain: ladder sum and pair energy: a numerical check

```python
"""Two opposite-spin particles on a Hubbard chain, solved by the ladder sum.

Result under test: for every total momentum K there is one state outside the
two-particle continuum [-W, W], W = 4 t |cos(K/2)|, with energy
    E_b = sign(U) sqrt(U^2 + W^2).
Symbols: t hopping, U contact interaction, E pair energy (all in Ry),
r relative distance in lattice constants, Pi pair bubble (1/Ry),
T = U / (1 - U Pi) ladder sum (Ry), kappa inverse decay length of the pair.
The independent road is diagonalization of the full Hamiltonian on a ring.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

RY_EV = constants.value("Rydberg constant times hc in eV")
t = 0.02
U_abs = 0.06
N = 30


def band_edge(K):
    return 4 * t * abs(np.cos(K / 2))


def pair_energy(U, K):
    return np.sign(U) * np.sqrt(U**2 + band_edge(K)**2)


def bubble_formula(E, K):
    return np.sign(E) / np.sqrt(E**2 - band_edge(K)**2)


def site_energy_band(k):
    return -2 * t * np.cos(k)


def bubble_sum(E, K, points):
    """Explicit momentum sum over free pairs; E may be complex."""
    k = 2 * np.pi * np.arange(points) / points
    return np.mean(1 / (E - site_energy_band(k) - site_energy_band(K - k)))


def ring_hamiltonian(sites, U):
    """Free part and interaction in the basis |j_up, j_down>."""
    h = np.zeros((sites, sites))
    for j in range(sites):
        h[j, (j + 1) % sites] = h[(j + 1) % sites, j] = -t
    one = np.eye(sites)
    free = np.kron(h, one) + np.kron(one, h)
    contact = np.diag(U * np.eye(sites).ravel())
    return free, contact


def momentum_basis(sites, K):
    """Columns: sum_j exp(iKj) |j, j+r> / sqrt(sites), r = 0..sites-1."""
    B = np.zeros((sites**2, sites), complex)
    for r in range(sites):
        for j in range(sites):
            B[j * sites + (j + r) % sites, r] = np.exp(1j * K * j)
    return B / np.sqrt(sites)


# Plane-wave matrix elements on a small ring
n = 6
free, contact = ring_hamiltonian(n, -U_abs)
m = np.arange(n)
F = np.exp(2j * np.pi * np.outer(m, m) / n) / np.sqrt(n)
FF = np.kron(F, F)
k1 = np.repeat(2 * np.pi * m / n, n)
k2 = np.tile(2 * np.pi * m / n, n)
free_expected = -4 * t * np.cos((k1 + k2) / 2) * np.cos((k1 - k2) / 2)
assert np.allclose(FF.conj().T @ free @ FF, np.diag(free_expected), atol=1e-13)
total = (np.repeat(m, n) + np.tile(m, n)) % n
contact_expected = -U_abs / n * (total[:, None] == total[None, :])
assert np.allclose(FF.conj().T @ contact @ FF, contact_expected, atol=1e-13)

# Bubble: quadrature of the definition against the closed form
for K in (0.0, 1.1, 2 * np.pi / 3):
    for E in (-0.12, -0.09, 0.1):
        value = quad(lambda q: 1 / (E - site_energy_band(K / 2 + q)
                                    - site_energy_band(K / 2 - q)),
                     -np.pi, np.pi, epsabs=1e-10, epsrel=1e-10,
                     limit=200)[0] / (2 * np.pi)
        assert abs(value / bubble_formula(E, K) - 1) < 1e-7

# Retarded bubble inside the continuum; error is of first order in eta
eta = 1e-5
for E in (-0.05, 0.03):
    inside = bubble_sum(E + 1j * eta, 0.0, 200000)
    limit_value = -1j / np.sqrt(band_edge(0.0)**2 - E**2)
    assert abs(inside / limit_value - 1) < 1e-3

print(f"hopping t = {t:.3f} Ry")
print(f"interaction strength |U| = {U_abs:.3f} Ry")
print(f"ring length = {N} sites")

# Full diagonalization at fixed K for attraction and repulsion
r = np.arange(N)
distance = np.where(r <= N // 2, r, r - N)
for label, K in (("0", 0.0), ("2pi/3", 2 * np.pi / 3), ("pi", np.pi)):
    B = momentum_basis(N, K)
    W = band_edge(K)
    print(f"K = {label}: continuum edge W = {W:.6f} Ry")
    for U in (-U_abs, U_abs):
        free, contact = ring_hamiltonian(N, U)
        H = free + contact
        HK = B.conj().T @ H @ B
        assert np.allclose(H @ B, B @ HK, atol=1e-12)
        levels, states = np.linalg.eigh(HK)
        assert np.sum(np.abs(levels) > W + 1e-10) == 1
        index = 0 if U < 0 else -1
        E_ring, v = levels[index], states[:, index]
        E_b = pair_energy(U, K)
        assert abs(E_ring - E_b) < 1e-8
        # Exchange symmetry of the orbital part means a spin singlet
        psi = (B @ v).reshape(N, N)
        assert np.allclose(psi, psi.T, atol=1e-9)
        docc = abs(v[0])**2
        r2 = np.sum(distance**2 * np.abs(v)**2)
        # Finite-ring corrections are exponentially small
        assert abs(docc - U_abs / abs(E_b)) < 1e-6
        assert abs(r2 - W**2 / (2 * U**2)) < 1e-5
        kappa = np.arcsinh(U_abs / W)
        near = np.arange(5)
        phi = v[:5] / v[0] * np.exp(-1j * K * near / 2)
        phi_expected = (-np.sign(U))**near * np.exp(-kappa * near)
        assert np.allclose(phi, phi_expected, atol=1e-6)
        print(f"  U = {U:+.2f} Ry: E_b formula {E_b:+.6f}, "
              f"ring {E_ring:+.6f} Ry")
    print(f"  distance from band edge = {abs(E_ring) - W:.6f} Ry")
    print(f"  double occupancy (ring) = {docc:.5f}")
    print(f"  rms pair size (ring) = {np.sqrt(r2):.5f} lattice constants")
    print(f"  amplitude ratio |phi(1)/phi(0)| = {abs(phi[1]):.5f}")

E0 = pair_energy(-U_abs, 0.0)
print(f"K = 0 bound pair energy = {E0 * RY_EV:.4f} eV")

# Ladder terms by matrix products, compared with the full resolvent
U, K = -U_abs, 0.0
B = momentum_basis(N, K)
free, contact = ring_hamiltonian(N, U)
free_K = B.conj().T @ free @ B
V = B.conj().T @ contact @ B
one = np.eye(N)
for E in (-0.12, -0.09):
    G0 = np.linalg.inv(E * one - free_K)
    G = np.linalg.inv(E * one - free_K - V)
    T_resolvent = (V + V @ G @ V)[0, 0].real
    T_closed = U / (1 - U * bubble_formula(E, K))
    assert abs(T_resolvent / T_closed - 1) < 1e-5
    term = V.copy()
    terms = [term[0, 0].real]
    for _ in range(79):
        term = V @ G0 @ term
        terms.append(term[0, 0].real)
    partial = np.cumsum(terms)
    ratio = terms[1] / terms[0]
    assert abs(ratio - U * bubble_formula(E, K)) < 1e-5
    print(f"E = {E:.2f} Ry: bubble Pi = {bubble_formula(E, K):.4f} 1/Ry")
    print(f"  ratio of successive ladder terms = {ratio:.5f}")
    for count in (1, 2, 5, 10, 20):
        print(f"  ladder sum, {count} terms = {partial[count - 1]:.6f} Ry")
    print(f"  T closed form = {T_closed:.6f} Ry")
    print(f"  T from full resolvent = {T_resolvent:.6f} Ry")
    if abs(E) > abs(E0):
        assert abs(partial[-1] / T_resolvent - 1) < 1e-8
    else:
        assert abs(terms[-1]) > 1e6 * abs(terms[0])

# Pole strength of T by a contour integral of the explicit momentum sum
for U in (-U_abs, U_abs):
    E_b = pair_energy(U, 0.0)
    offsets = 0.005 * np.exp(2j * np.pi * np.arange(64) / 64)
    residue = np.mean([d * U / (1 - U * bubble_sum(E_b + d, 0.0, 400))
                       for d in offsets])
    assert abs(residue - U_abs**3 / abs(E_b)) < 1e-9
print(f"K = 0 residue of T at the pole = {residue.real:.6f} Ry^2")

# The slope of the ring energy with U is the double occupancy
step = 1e-4
B = momentum_basis(N, 0.0)
ends = []
for U in (U_abs - step, U_abs + step):
    free, contact = ring_hamiltonian(N, U)
    ends.append(np.linalg.eigvalsh(B.conj().T @ (free + contact) @ B)[-1])
slope = (ends[1] - ends[0]) / (2 * step)
assert abs(slope - U_abs / abs(E0)) < 1e-5

# Continuum weight of the contact spectral density
for K in (0.0, 2 * np.pi / 3):
    W = band_edge(K)

    def density(E):
        s = np.sqrt(max(W**2 - E**2, 0.0))
        return s / (np.pi * (s**2 + U_abs**2))

    weight = quad(density, -W, W, epsabs=1e-10, limit=200)[0]
    assert abs(weight + U_abs / abs(pair_energy(U_abs, K)) - 1) < 1e-7
    print(f"K = {K:.4f}: continuum contact weight = {weight:.5f}")

# Weak coupling: root of the pole condition with the explicit sum
W = band_edge(0.0)
U_weak = -0.1 * W
root = brentq(lambda E: 1 - U_weak * bubble_sum(E, 0.0, 400),
              -1.5 * W, -W * (1 + 1e-4), xtol=1e-14)
weak_gap = -root - W
weak_law = U_weak**2 / (2 * W)
assert abs(weak_gap / weak_law - 1) < 0.01
print(f"weak U = {U_weak:.4f} Ry: binding {weak_gap:.4e}, "
      f"law {weak_law:.4e} Ry")

# Strong coupling: ring energies against second-order pair hopping
U_strong = 40 * t
free, contact = ring_hamiltonian(N, U_strong)
for K in (0.0, 2 * np.pi / 3):
    B = momentum_basis(N, K)
    top = np.linalg.eigvalsh(B.conj().T @ (free + contact) @ B)[-1]
    shift = top - U_strong
    shift_law = 4 * t**2 / U_strong * (1 + np.cos(K))
    assert abs(shift / shift_law - 1) < 0.01
    print(f"strong U = {U_strong:.2f} Ry, K = {K:.4f}: "
          f"shift {shift:.4e}, law {shift_law:.4e} Ry")

print("checks complete")
```

It prints:

```
hopping t = 0.020 Ry
interaction strength |U| = 0.060 Ry
ring length = 30 sites
K = 0: continuum edge W = 0.080000 Ry
  U = -0.06 Ry: E_b formula -0.100000, ring -0.100000 Ry
  U = +0.06 Ry: E_b formula +0.100000, ring +0.100000 Ry
  distance from band edge = 0.020000 Ry
  double occupancy (ring) = 0.60000
  rms pair size (ring) = 0.94281 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.50000
K = 2pi/3: continuum edge W = 0.040000 Ry
  U = -0.06 Ry: E_b formula -0.072111, ring -0.072111 Ry
  U = +0.06 Ry: E_b formula +0.072111, ring +0.072111 Ry
  distance from band edge = 0.032111 Ry
  double occupancy (ring) = 0.83205
  rms pair size (ring) = 0.47140 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.30278
K = pi: continuum edge W = 0.000000 Ry
  U = -0.06 Ry: E_b formula -0.060000, ring -0.060000 Ry
  U = +0.06 Ry: E_b formula +0.060000, ring +0.060000 Ry
  distance from band edge = 0.060000 Ry
  double occupancy (ring) = 1.00000
  rms pair size (ring) = 0.00000 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.00000
K = 0 bound pair energy = -1.3606 eV
E = -0.12 Ry: bubble Pi = -11.1803 1/Ry
  ratio of successive ladder terms = 0.67082
  ladder sum, 1 terms = -0.060000 Ry
  ladder sum, 2 terms = -0.100249 Ry
  ladder sum, 5 terms = -0.157511 Ry
  ladder sum, 10 terms = -0.178908 Ry
  ladder sum, 20 terms = -0.182209 Ry
  T closed form = -0.182271 Ry
  T from full resolvent = -0.182271 Ry
E = -0.09 Ry: bubble Pi = -24.2536 1/Ry
  ratio of successive ladder terms = 1.45521
  ladder sum, 1 terms = -0.060000 Ry
  ladder sum, 2 terms = -0.147313 Ry
  ladder sum, 5 terms = -0.728337 Ry
  ladder sum, 10 terms = -5.481334 Ry
  ladder sum, 20 terms = -238.911656 Ry
  T closed form = 0.131806 Ry
  T from full resolvent = 0.131806 Ry
K = 0 residue of T at the pole = 0.002160 Ry^2
K = 0.0000: continuum contact weight = 0.40000
K = 2.0944: continuum contact weight = 0.16795
weak U = -0.0080 Ry: binding 3.9900e-04, law 4.0000e-04 Ry
strong U = 0.80 Ry, K = 0.0000: shift 3.9900e-03, law 4.0000e-03 Ry
strong U = 0.80 Ry, K = 2.0944: shift 9.9938e-04, law 1.0000e-03 Ry
checks complete
```
